# The hydrogenic 1s–2p transition: dipole element, oscillator strength and lifetime: a numerical check

```python
# Result under test, for one electron and a point nucleus of charge Z e:
#   |<1s|z|2p0>| = (128 sqrt(2)/243) a_mu/Z,   f(1s-2p) = 2^13/3^9,
#   A(2p-1s) = (2/3)^8 alpha^5 Z^4 q^2 mu c^2/hbar,   lifetime = 1/A.
# mu: reduced mass, a_mu = hbar^2/(mu e^2), q = (M + Z m)/(M + m):
# effective charge (units of e) of the relative coordinate, M: nuclear mass.
# f is defined with mu and summed over the three 2p states.
# Atomic units (hbar = m = e = 1) are used unless a unit is named.
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh, eigh_tridiagonal

alpha = sc.fine_structure
bohr = sc.physical_constants["Bohr radius"][0]
hartree_eV = sc.physical_constants["Hartree energy in eV"][0]
z_formula = 128 * np.sqrt(2) / 243
f_formula = 2**13 / 3**9

# --- Vector dipole elements by three-dimensional quadrature (Z = mu = 1) ---
x_lag, w_lag = np.polynomial.laguerre.laggauss(30)
r_nodes = x_lag / 1.5
r_weights = w_lag * np.exp(x_lag) / 1.5
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(12)
n_phi = 16
phi_nodes = 2 * np.pi * np.arange(n_phi) / n_phi
r, ct, phi = np.meshgrid(r_nodes, cos_nodes, phi_nodes, indexing="ij")
st = np.sqrt(1 - ct**2)
solid_weight = cos_weights[:, None] * np.full(n_phi, 2 * np.pi / n_phi)
volume = r**2 * r_weights[:, None, None] * solid_weight[None, :, :]
position = np.array([r * st * np.cos(phi), r * st * np.sin(phi), r * ct])
psi_1s = np.exp(-r) / np.sqrt(np.pi)
radial_2p = r * np.exp(-r / 2) / np.sqrt(24)
harmonics = {
    -1: np.sqrt(3 / (8 * np.pi)) * st * np.exp(-1j * phi),
    0: np.sqrt(3 / (4 * np.pi)) * ct + 0j,
    1: -np.sqrt(3 / (8 * np.pi)) * st * np.exp(1j * phi),
}
vectors = {}
for m_value, harmonic in harmonics.items():
    integrand = position * psi_1s * radial_2p * harmonic * volume
    vectors[m_value] = integrand.sum(axis=(1, 2, 3))
squares = {m: np.sum(abs(v)**2) for m, v in vectors.items()}
z_quad = abs(vectors[0][2])
assert abs(z_quad - z_formula) < 1e-10
assert all(abs(s - 2**15 / 3**10) < 1e-10 for s in squares.values())
assert abs(vectors[1][2]) < 1e-12 and abs(vectors[-1][2]) < 1e-12
radial_quad = np.sum(r_weights * r_nodes**3 * 2 * np.exp(-r_nodes)
                     * r_nodes * np.exp(-r_nodes / 2) / np.sqrt(24))
assert abs(radial_quad / np.sqrt(3) - z_quad) < 1e-10

# --- Sum over polarizations and directions, explicit unit vectors ---
ct2, ph2 = np.meshgrid(cos_nodes, phi_nodes, indexing="ij")
st2 = np.sqrt(1 - ct2**2)
pol_theta = np.array([ct2 * np.cos(ph2), ct2 * np.sin(ph2), -st2])
pol_phi = np.array([-np.sin(ph2), np.cos(ph2), 0 * ph2])
for m_value, vector in vectors.items():
    total = 0.0
    for pol in (pol_theta, pol_phi):
        overlap = np.tensordot(vector, pol, axes=(0, 0))
        total += np.sum(solid_weight * abs(overlap)**2)
    assert abs(total / squares[m_value] - 8 * np.pi / 3) < 1e-10

# --- Retardation: phase exp(-i k x) kept in the momentum element ---
# p_z acting on 1s gives a function proportional to (z/r) exp(-r).
k_photon = 3 / 8 * alpha
momentum_density = position[2]**2 / r * np.exp(-1.5 * r) * volume
one_minus_cos = 2 * np.sin(k_photon * position[0] / 2)**2
retardation = np.sum(momentum_density * one_minus_cos) / np.sum(momentum_density)
assert abs(retardation / (8 / 9 * k_photon**2) - 1) < 1e-3

# --- Radial Hamiltonians on one fixed grid: energies, dipole, scaling ---
step = 0.01
grid = step * np.arange(1, 9001)


def radial_problem(ell, Z, mu):
    diagonal = 1 / (mu * step**2) + ell * (ell + 1) / (2 * mu * grid**2) - Z / grid
    off = np.full(grid.size - 1, -1 / (2 * mu * step**2))
    energy, vec = eigh_tridiagonal(diagonal, off, select="i", select_range=(0, 0))
    return energy[0], vec[:, 0], diagonal, off


grid_results = []
for Z, mu in ((1, 1.0), (2, 1.0), (1, 0.5), (2, 0.7)):
    e_s, u_s, _, _ = radial_problem(0, Z, mu)
    e_p, u_p, diag_p, off_p = radial_problem(1, Z, mu)
    omega = e_p - e_s
    z_grid = abs(np.sum(u_s * grid * u_p)) / np.sqrt(3)
    f_grid = 2 * mu * omega * z_grid**2
    rate_grid = 4 / 3 * omega**3 * z_grid**2      # in units of alpha^3
    # Finite-difference errors are of relative order (Z mu step)^2.
    assert abs(e_s / (-mu * Z**2 / 2) - 1) < 5e-4
    assert abs(e_p / (-mu * Z**2 / 8) - 1) < 5e-4
    assert abs(omega / (3 / 8 * mu * Z**2) - 1) < 5e-4
    assert abs(z_grid * Z * mu / z_formula - 1) < 5e-4
    assert abs(f_grid / f_formula - 1) < 1e-3
    assert abs(rate_grid / ((2 / 3)**8 * mu * Z**4) - 1) < 2e-3
    # Total strength to all p states, bound and continuum, by closure.
    g = grid * u_s
    h_g = diag_p * g
    h_g[:-1] += off_p * g[1:]
    h_g[1:] += off_p * g[:-1]
    f_total = 2 * mu / 3 * np.sum(g * (h_g - e_s * g))
    assert abs(f_total - 1) < 1e-3
    grid_results.append((Z, mu, z_grid, f_grid, f_total))


# --- Effective charge from the particle positions, centre of mass at rest ---
def effective_charge(Z, m_over_M):
    return (1 + Z * m_over_M) / (1 + m_over_M)


alpha_ratio = 1 / sc.physical_constants["alpha particle-electron mass ratio"][0]
for Z, ratio in ((1, 1.0), (2, 1 / 3), (2, alpha_ratio), (5, 0.2)):
    equations = np.array([[1.0, -1.0], [1.0, 1 / ratio]])
    r_electron, r_nucleus = np.linalg.solve(equations, [1.0, 0.0])
    dipole = -r_electron + Z * r_nucleus
    assert abs(dipole + effective_charge(Z, ratio)) < 1e-12

# --- Golden rule: one state coupled to a dense flat band of modes ---
gamma_model, spacing = 1.0, 0.125
detuning = spacing * np.arange(-800, 801)
coupling = np.sqrt(gamma_model * spacing / (2 * np.pi))
H = np.diag(np.concatenate(([0.0], detuning)))
H[0, 1:] = coupling
H[1:, 0] = coupling
levels, states = eigh(H)
survival = []
for time in (0.5, 1.0, 2.0):
    amplitude = np.sum(states[0]**2 * np.exp(-1j * levels * time))
    survival.append(abs(amplitude)**2)
    # The band is finite (100 widths each way): error of order 0.01 at most.
    assert abs(survival[-1] - np.exp(-gamma_model * time)) < 0.01

# --- Hydrogen with a fixed nucleus, SI evaluation from the quadrature ---
omega_SI = 2 * np.pi * sc.c * sc.Rydberg * (1 - 1 / 4)
rate = 4 * alpha * omega_SI**3 * squares[0] * bohr**2 / (3 * sc.c**2)
rate_closed = (2 / 3)**8 * alpha**5 * sc.m_e * sc.c**2 / sc.hbar
assert abs(rate / rate_closed - 1) < 1e-7
f_quad = 2 * (3 / 8) * sum(squares.values()) / 3
assert abs(f_quad - f_formula) < 1e-10
classical = 2 * alpha * sc.hbar * omega_SI**2 / (3 * sc.m_e * sc.c**2)
assert abs(f_quad * classical / rate_closed - 1) < 1e-7
assert 1.55e-9 < 1 / rate < 1.65e-9

print("HYDROGEN, FIXED NUCLEUS")
print(f"fine-structure constant alpha = {alpha:.8f}")
print(f"Bohr radius = {bohr * 1e10:.6f} angstrom")
print(f"radial integral = {radial_quad:.6f} bohr")
print(f"dipole element <1s|z|2p0> = {z_quad:.6f} bohr")
print(f"dipole element <1s|z|2p0> = {z_quad * bohr * 1e10:.6f} angstrom")
print(f"squared vector element, each m = {squares[0]:.6f} bohr^2")
print(f"oscillator strength f = {f_quad:.6f}")
print(f"photon energy = {3 / 8 * hartree_eV:.4f} eV")
print(f"angular frequency = {omega_SI:.5e} rad/s")
print(f"wavelength = {2 * np.pi * sc.c / omega_SI * 1e9:.3f} nm")
print(f"decay rate A = {rate:.5e} 1/s")
print(f"lifetime = {1e9 / rate:.4f} ns")
print(f"classical damping rate = {classical:.5e} 1/s")
print(f"natural linewidth A/(2 pi) = {rate / (2 * np.pi) / 1e6:.2f} MHz")
print(f"optical periods in one lifetime = {omega_SI / (2 * np.pi * rate):.3e}")
print(f"k times bohr radius = {k_photon:.6f}")
print(f"fractional amplitude loss by retardation = {retardation:.3e}")
print(f"alpha squared = {alpha**2:.3e}")

print("COMPARISON OF SYSTEMS")
proton_ratio = 1 / sc.physical_constants["proton-electron mass ratio"][0]
systems = (("fixed nucleus", 1, 0.0), ("H with proton", 1, proton_ratio),
           ("He+", 2, alpha_ratio), ("positronium", 1, 1.0))
for name, Z, ratio in systems:
    mu = 1 / (1 + ratio)
    q = effective_charge(Z, ratio)
    system_rate = rate_closed * Z**4 * q**2 * mu
    wavelength = 2 * np.pi * sc.c / (omega_SI * Z**2 * mu) * 1e9
    print(f"{name}: Z = {Z}, mu/m = {mu:.7f}, q = {q:.7f}")
    print(f"  <z> = {z_formula / (Z * mu):.6f} bohr, wavelength = {wavelength:.3f} nm")
    print(f"  A = {system_rate:.5e} 1/s, lifetime = {1e9 / system_rate:.5f} ns")

print("RADIAL GRID CHECKS (Z, mu/m, <z> in bohr, f, total f)")
for Z, mu, z_grid, f_grid, f_total in grid_results:
    print(f"  {Z}, {mu:.1f}, {z_grid:.5f}, {f_grid:.5f}, {f_total:.5f}")
print("FLAT-BAND DECAY (time in units of 1/rate, survival, exponential)")
for time, value in zip((0.5, 1.0, 2.0), survival):
    print(f"  {time:.1f}, {value:.4f}, {np.exp(-time):.4f}")
print("no test failed")
```

It prints:

```
HYDROGEN, FIXED NUCLEUS
fine-structure constant alpha = 0.00729735
Bohr radius = 0.529177 angstrom
radial integral = 1.290266 bohr
dipole element <1s|z|2p0> = 0.744936 bohr
dipole element <1s|z|2p0> = 0.394203 angstrom
squared vector element, each m = 0.554929 bohr^2
oscillator strength f = 0.416197
photon energy = 10.2043 eV
angular frequency = 1.55030e+16 rad/s
wavelength = 121.502 nm
decay rate A = 6.26832e+08 1/s
lifetime = 1.5953 ns
classical damping rate = 1.50609e+09 1/s
natural linewidth A/(2 pi) = 99.76 MHz
optical periods in one lifetime = 3.936e+06
k times bohr radius = 0.002737
fractional amplitude loss by retardation = 6.656e-06
alpha squared = 5.325e-05
COMPARISON OF SYSTEMS
fixed nucleus: Z = 1, mu/m = 1.0000000, q = 1.0000000
  <z> = 0.744936 bohr, wavelength = 121.502 nm
  A = 6.26832e+08 1/s, lifetime = 1.59533 ns
H with proton: Z = 1, mu/m = 0.9994557, q = 1.0000000
  <z> = 0.745341 bohr, wavelength = 121.568 nm
  A = 6.26490e+08 1/s, lifetime = 1.59619 ns
He+: Z = 2, mu/m = 0.9998629, q = 1.0001371
  <z> = 0.372519 bohr, wavelength = 30.380 nm
  A = 1.00307e+10 1/s, lifetime = 0.09969 ns
positronium: Z = 1, mu/m = 0.5000000, q = 1.0000000
  <z> = 1.489871 bohr, wavelength = 243.005 nm
  A = 3.13416e+08 1/s, lifetime = 3.19065 ns
RADIAL GRID CHECKS (Z, mu/m, <z> in bohr, f, total f)
  1, 1.0, 0.74496, 0.41621, 0.99998
  2, 1.0, 0.37252, 0.41625, 0.99993
  1, 0.5, 1.48988, 0.41620, 1.00000
  2, 0.7, 0.53213, 0.41622, 0.99997
FLAT-BAND DECAY (time in units of 1/rate, survival, exponential)
  0.5, 0.6094, 0.6065
  1.0, 0.3690, 0.3679
  2.0, 0.1353, 0.1353
no test failed
```
